\section*{Trace projectors for F1, F2 and the zero-momentum magnetic moment}

\section{The task}

An electron in a weak, slowly varying magnetic field precesses at a rate set by its magnetic moment. Quantum corrections change that moment, and they reach us as a vertex amplitude: a matrix in spinor space, full of loop momenta. Two numbers must be read from it at vanishing momentum transfer, the charge and the anomalous moment. Traces do this before integration, so that the integrals contain scalar products alone.

Let the electron enter with $p_1$ and leave with $p_2$, with $p_1^2=p_2^2=m^2$. Define
\[
q=p_2-p_1,\quad t=q^2,\quad P=p_1+p_2,\quad P^2=4m^2-t .
\]
Then $P\cdot q=p_2^2-p_1^2=0$. The metric is $(+,-,\ldots,-)$, units have $\hbar=c=1$, and $\mathrm{Tr}\,1=4$ in every dimension $d$. A parity-even vertex between $\bar u(p_2)$ and $u(p_1)$ has the form
\begin{equation}
\Gamma^\mu=F_1\gamma^\mu+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2+\frac{q^\mu}{m}F_3,
\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].
\label{eq:def}
\end{equation}
After charge renormalization $F_1(0)=1$, and the gyromagnetic ratio is $g=2[F_1(0)+F_2(0)]$, so $(g-2)/2=F_2(0)$. Current conservation is not assumed; it would remove $F_3$.

\section{Projectors at finite momentum transfer}

From $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$,
\[
\slashed p_2\gamma^\mu+\gamma^\mu\slashed p_1=P^\mu+i\sigma^{\mu\nu}q_\nu .
\]
Between the spinors the left side is $2m\gamma^\mu$. Hence $i\sigma^{\mu\nu}q_\nu\to2m\gamma^\mu-P^\mu$ and
\[
\Gamma^\mu\to G\gamma^\mu-\frac{F_2}{2m}P^\mu+\frac{F_3}{m}q^\mu,\qquad G=F_1+F_2 .
\]
Spin sums turn the spinors into $\slashed p_i+m$. Take
\begin{align}
T_1&=\mathrm{Tr}[(\slashed p_1+m)\gamma_\mu(\slashed p_2+m)\Gamma^\mu],\nonumber\\
T_2&=\mathrm{Tr}[(\slashed p_1+m)(\slashed p_2+m)P_\mu\Gamma^\mu].\label{eq:T}
\end{align}
By cyclicity $\Gamma^\mu$ stands between $\slashed p_2+m$ on its left and $\slashed p_1+m$ on its right. Terms beginning with $\slashed p_2-m$ or ending with $\slashed p_1-m$ therefore vanish, and the spinor identities hold inside the traces.

Using $p_1\cdot p_2=m^2-t/2$ and $\gamma_\mu\slashed p\gamma^\mu=(2-d)\slashed p$,
\begin{align*}
\mathrm{Tr}[(\slashed p_1+m)\gamma_\mu(\slashed p_2+m)\gamma^\mu]
&=4[(2-d)p_1\!\cdot p_2+dm^2]=8m^2+2(d-2)t,\\
\mathrm{Tr}[(\slashed p_1+m)\slashed P(\slashed p_2+m)]&=4mP\cdot(p_1+p_2)=4mP^2,\\
P^2\,\mathrm{Tr}[(\slashed p_1+m)(\slashed p_2+m)]&=4P^2(2m^2-t/2)=2(P^2)^2 .
\end{align*}
The $F_3$ traces are proportional to $P\cdot q=0$. Thus
\begin{align*}
T_1&=[8m^2+2(d-2)t]G-2P^2F_2,\\
T_2&=4mP^2G-(P^2)^2F_2/m .
\end{align*}
The second line gives $F_2=4m^2G/P^2-mT_2/(P^2)^2$. Inserted in the first, it cancels $8m^2G$:
\[
G=\frac{T_1-2mT_2/P^2}{2(d-2)t}.
\]
Since $1-4m^2/P^2=-t/P^2$, we have $F_1=G-F_2=-tG/P^2+mT_2/(P^2)^2$. Collecting terms,
\begin{align}
F_1&=\frac{2m(d-1)T_2/P^2-T_1}{2(d-2)P^2},\label{eq:F1}\\
F_2&=\frac{2m^2}{(d-2)tP^2}\left[T_1-\frac{4m^2+(d-2)t}{2mP^2}T_2\right].\label{eq:F2}
\end{align}
These require $d\ne2$ and $P^2\ne0$; the second also needs $t\ne0$.

As an example in arbitrary units, take $m=1.5$, $t=-2$, $d=4$, so $P^2=11$. A vertex with $F_1=0.5$, $F_2=0.2$ gives $T_1=2.6$ and $T_2=30.0667$. Decoding yields
\begin{align*}
F_1&=\frac{9(30.0667)/11-2.6}{44}=\frac{24.6-2.6}{44}=0.5,\\
F_2&=\frac{4.5}{-44}\left[2.6-\frac{5}{33}(30.0667)\right]=0.2 .
\end{align*}

\section{The limit of zero momentum transfer}

The bracket in \eqref{eq:F2} vanishes as $t\to0$, so the limit needs an expansion. Put $p=P/2$, $p_{1,2}=p\mp q/2$. Then $p\cdot q=0$ and
\[
p=mn\sqrt{1-t/4m^2},\qquad n^2=1,\qquad n\cdot q=0 .
\]
Assume $\Gamma^\mu$ is regular enough to write
\[
\Gamma^\mu=V^\mu+q_\nu T^{\nu\mu}+O(q^2),\qquad
T^{\nu\mu}=\left.\frac{\partial\Gamma^\mu}{\partial q_\nu}\right|_{q=0},
\]
with the derivative at fixed $p$, and $V,T$ evaluated at $p=mn$. The shift of $p^2$ from $m^2$ is $O(q^2)$ and belongs to the remainder.

Let $N=\slashed n+1$ and $X^\mu=\gamma^\mu-n^\mu$. Since $\slashed nN=N$,
\[
N\gamma^\mu N=(2n^\mu-\gamma^\mu\slashed n+\gamma^\mu)N=2n^\mu N .
\]
Also $N^2=2N$, so $NX^\mu N=0$.

The bracket is $\mathrm{Tr}[\Pi_\mu\Gamma^\mu]$ with $\Pi^\mu=(\slashed p_1+m)(\gamma^\mu-cP^\mu)(\slashed p_2+m)$. To order $t$,
\begin{align*}
cP^\mu&=\frac{4m^2+(d-2)t}{4m^2-t}\sqrt{1-\frac t{4m^2}}\;n^\mu
=n^\mu\left[1+\frac{(2d-3)t}{8m^2}\right],\\
\slashed p_{1,2}+m&=mN-\frac{t}{8m}\slashed n\mp\frac{\slashed q}{2}.
\end{align*}
The successive orders in $q$ are
\begin{align*}
\Pi_0^\mu&=m^2NX^\mu N=0,\\
\Pi_1^\mu&=\tfrac m2(NX^\mu\slashed q-\slashed qX^\mu N),\\
\Pi_2^\mu&=-\tfrac14\slashed qX^\mu\slashed q-\tfrac{(2d-3)t}{4}n^\mu N-\tfrac t8(\slashed nX^\mu N+NX^\mu\slashed n).
\end{align*}
Because $\Pi_0=0$, the $O(q^2)$ remainder of $\Gamma^\mu$ does not contribute.

The integrated $F_2$ depends on $t$ but not on the direction of $q$, so we may average over directions orthogonal to $n$:
\[
q_\alpha q_\beta\to\frac{t}{d-1}(g_{\alpha\beta}-n_\alpha n_\beta).
\]
This removes $q$ from the integrals. The term $\Pi_1V$ is odd in $q$ and drops.

For $\Pi_2$, $\slashed q\gamma^\mu\slashed q=2q^\mu\slashed q-t\gamma^\mu$ gives
\[
-\tfrac14\slashed qX^\mu\slashed q\to\frac t4\left[\frac{d-3}{d-1}\gamma^\mu+\frac{2}{d-1}n^\mu\slashed n+n^\mu\right].
\]
With $\slashed n=N-1$ and $NXN=0$, the last term of $\Pi_2$ is
\[
\tfrac t8(X^\mu N+NX^\mu)=\tfrac t4(\gamma^\mu-n^\mu\slashed n).
\]
In the sum, in units of $t/4$, the coefficient of $\gamma^\mu$ is $2(d-2)/(d-1)$, that of $n^\mu\slashed n$ is $2/(d-1)-2(d-1)=-2d(d-2)/(d-1)$, and that of $n^\mu$ is $-2(d-2)$. Hence
\[
\Pi_2^\mu\to\frac{(d-2)t}{2(d-1)}[\gamma^\mu-dn^\mu\slashed n-(d-1)n^\mu].
\]

For $\Pi_1$, $\slashed q$ anticommutes with $\slashed n$, so $\slashed qN=(2-N)\slashed q$ and
\[
N\gamma^\mu\slashed qN=2N\gamma^\mu\slashed q-2n^\mu N\slashed q=2NX^\mu\slashed q .
\]
Similarly $N\slashed q\gamma^\mu N=2\slashed qX^\mu N$. Therefore $\Pi_1^\mu=\frac m4N[\gamma^\mu,\slashed q]N$. In the average with $q_\nu T^{\nu\mu}$ the $n_\alpha n_\beta$ term drops because $N[\gamma^\mu,\slashed n]N=0$.

The prefactor of \eqref{eq:F2} tends to $1/[2(d-2)t]$, so $t$ cancels:
\begin{align}
F_2(0)={}&\frac{\mathrm{Tr}\{[\gamma_\mu-dn_\mu\slashed n-(d-1)n_\mu]V^\mu\}}{4(d-1)}\nonumber\\
&+\frac{m\,\mathrm{Tr}\{N[\gamma_\mu,\gamma_\nu]N\,T^{\nu\mu}\}}{8(d-1)(d-2)}.
\label{eq:F20}
\end{align}
At $q=0$, $T_1=2m^2\tau$ and $T_2=4m^3\tau$ with $\tau=\mathrm{Tr}[Nn_\mu V^\mu]$. Equation \eqref{eq:F1} becomes
\begin{equation}
F_1(0)=\tfrac14\mathrm{Tr}[Nn_\mu V^\mu].\label{eq:F10}
\end{equation}

\section{Algorithm}

\begin{verbatim}
input: integrand Gamma(p1,p2,k), mass m
put p1 = p-q/2, p2 = p+q/2
V = Gamma at q=0
T = dGamma/dq at q=0, p fixed
    (numerators and denominators)
set p = m*n, n.n = 1
form the traces for F1(0), F2(0)
write scalar products as denominators
reduce to on-shell integrals
add V and T parts; then let d -> 4
\end{verbatim}

\section{One-loop electron vertex}

In Feynman gauge, factoring $-ie$ from the vertex leaves $(-ie)^2i^2(-i)=-ie^2$:
\[
\Gamma^\mu=-ie^2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{\gamma^\alpha(\slashed p_2+\slashed k+m)\gamma^\mu(\slashed p_1+\slashed k+m)\gamma_\alpha}{k^2D_1D_2},
\]
where $D_i=(k+p_i)^2-m^2$. The terms of $D_2$ and $D_1$ linear in $q$ are $\pm q\cdot(k+p)$ and cancel in the product. Thus $T^{\nu\mu}$ comes from the numerator, over $k^2D^2$ with $D=k^2+2k\cdot p$.

\subsection{Traces}

Set $m=1$ for the reduction, so $p=n$. Let $\ell=p+k$, $S=\slashed\ell+1$ and $\kappa=k\cdot p$. Then $n\cdot\ell=1+\kappa$ and $\ell^2=1+2\kappa+k^2$. The needed traces are
\begin{align*}
\mathrm{Tr}[\gamma_\mu S\gamma^\mu S]&=4[(2-d)\ell^2+d],\\
\mathrm{Tr}[\slashed nS\slashed nS]&=4[2(n\cdot\ell)^2-\ell^2+1],\\
\mathrm{Tr}[S\slashed nS]&=8n\cdot\ell .
\end{align*}
The numerator of $V^\mu$ is $\gamma^\alpha S\gamma^\mu S\gamma_\alpha$. Moving the outer matrices around the trace multiplies a single gamma matrix in the projector by $2-d$ and the unit matrix by $d$. The numerator of the $V$ part is then
\begin{align*}
\mathcal N_V&=\frac{2(d-2)}{d-1}[d(n\cdot\ell)^2-\ell^2]-2dn\cdot\ell\\
&=\frac{2(d-2)}{d-1}(d\kappa^2-k^2)+2(d-4)\kappa-4 .
\end{align*}
Likewise, \eqref{eq:F10} gives
\begin{align*}
\mathcal N_1&=(2-d)[2(n\cdot\ell)^2-\ell^2+1]+2dn\cdot\ell\\
&=(d-2)(k^2-2\kappa^2)+4\kappa+4 .
\end{align*}

For the $T$ part the numerator is $\frac12(\gamma^\alpha\gamma^\nu\gamma^\mu S\gamma_\alpha-\gamma^\alpha S\gamma^\mu\gamma^\nu\gamma_\alpha)$. Its part antisymmetric in $\mu\nu$ suffices. Write $\Sigma^{\nu\mu}=\frac12[\gamma^\nu,\gamma^\mu]$ and use
\begin{align*}
\gamma^\alpha\slashed a\slashed b\gamma_\alpha&=4a\cdot b+(d-4)\slashed a\slashed b,\\
\gamma^\alpha\slashed a\slashed b\slashed c\gamma_\alpha&=-2\slashed c\slashed b\slashed a+(4-d)\slashed a\slashed b\slashed c .
\end{align*}
The result is $(d-4)\Sigma^{\nu\mu}+\frac{6-d}2(\slashed\ell\Sigma^{\nu\mu}+\Sigma^{\nu\mu}\slashed\ell)$. The trace is linear in $\ell$ and contains no other external vector than $n$, so $\slashed\ell$ may be replaced by $(n\cdot\ell)\slashed n$. Next to $N$, $\slashed n$ equals one. This leaves $[2+(6-d)\kappa]\Sigma^{\nu\mu}$.

In $N\Sigma_{\mu\nu}N$ the components along $n$ vanish. The others commute with $\slashed n$, and the $(d-1)(d-2)$ ordered pairs of distinct orthogonal directions each contribute one to $\Sigma_{\mu\nu}\Sigma^{\nu\mu}$. So $\mathrm{Tr}[N\Sigma_{\mu\nu}N\Sigma^{\nu\mu}]=8(d-1)(d-2)$ and, since $[\gamma_\mu,\gamma_\nu]=2\Sigma_{\mu\nu}$,
\[
\mathcal N_T=4-2(d-6)\kappa .
\]

\subsection{On-shell integrals}

Define
\[
I(a,b)=\int\frac{d^dk}{i\pi^{d/2}}\frac1{(-k^2)^a(-D)^b}.
\]
A Feynman parameter $x$ for $-D$ combines the denominators into $-(k+xp)^2+x^2m^2$. Wick rotation and the radial integral give
\[
\int\frac{d^dl}{i\pi^{d/2}}\frac1{(-l^2+\Delta)^r}=\frac{\Gamma(r-d/2)}{\Gamma(r)}\Delta^{d/2-r}.
\]
The remaining integral $\int_0^1dx\,x^{d-2a-b-1}(1-x)^{a-1}$ is a beta function, so
\begin{equation}
I(a,b)=m^{d-2a-2b}\frac{\Gamma(a+b-\frac d2)\Gamma(d-2a-b)}{\Gamma(b)\Gamma(d-a-b)} .
\label{eq:I}
\end{equation}
It is continued in $d$ and $a$; for integer $b\le0$ it vanishes. With $I_0=I(0,1)=\Gamma(1-d/2)$ at $m=1$,
\begin{align*}
I(1,1)&=-\frac{d-2}{2(d-3)}I_0,&I(1,2)&=\frac{d-2}4I_0,\\
I(0,2)&=-\frac{d-2}2I_0,&I(-1,2)&=(d-1)I_0 .
\end{align*}
Let $\langle f\rangle$ be the integral of $f/(k^2D^2)$ with measure $d^dk/(i\pi^{d/2})$, divided by $I_0$. A factor $(-1)^{a+b}$ relates its terms to $I(a,b)$. Substituting $\kappa=(D-k^2)/2$,
\begin{align*}
\langle1\rangle&=-\frac{d-2}4,\qquad\langle k^2\rangle=-\frac{d-2}2,\\
\langle\kappa\rangle&=\frac12\left[-\frac{d-2}{2(d-3)}+\frac{d-2}2\right]=\frac{(d-2)(d-4)}{4(d-3)},\\
\langle\kappa^2\rangle&=\tfrac14[2-(d-1)]=\frac{3-d}4 .
\end{align*}

\subsection{Result}

Inserting these averages gives
\begin{align*}
\langle\mathcal N_V\rangle&=\frac{(d-2)^2}{2(d-3)},\\
\langle\mathcal N_T\rangle&=-\frac{(d-2)(d^2-8d+18)}{2(d-3)},\\
\langle\mathcal N_1\rangle&=-\frac{(d-2)(d-1)}{2(d-3)}.
\end{align*}
The measure $d^dk/(2\pi)^d$ is $i/(4\pi)^{d/2}$ times the one in $I$, so the prefactor is $-ie^2\cdot i=e^2$. The sum $\langle\mathcal N_V+\mathcal N_T\rangle$ is $-(d-2)(d-4)(d-5)/[2(d-3)]$. Since $\Gamma(3-d/2)=\frac{(d-4)(d-2)}4I_0$, restoring $m$ gives
\begin{equation}
F_2(0)=\frac{2e^2m^{d-4}}{(4\pi)^{d/2}}\Gamma(3-\tfrac d2)\frac{5-d}{d-3}.
\label{eq:result}
\end{equation}
At $d=4$, $F_2(0)=e^2/(8\pi^2)=\alpha/(2\pi)$, where $\alpha=e^2/(4\pi)$. With $\alpha=0.00729735$,
\[
\frac{g-2}2\approx\frac{0.00729735}{2\pi}\approx0.00116,\qquad g\approx2.0023 .
\]
This is the one-photon QED term; further photons, other particles and the other interactions are left out. The two-photon term is of relative order $\alpha/\pi\approx0.002$, so digits of the one-photon $(g-2)/2$ beyond $0.00116$ are not digits of the full anomaly.

For the charge form factor, $\Gamma(2-d/2)=(1-d/2)I_0$ gives the bare correction
\[
F_1(0)=\frac{e^2m^{d-4}}{(4\pi)^{d/2}}\Gamma(2-\tfrac d2)\frac{d-1}{d-3}.
\]
Define the self-energy by the full propagator $i/(\slashed p-m-\Sigma)$, so that at one loop $\Sigma=-ie^2\int\frac{d^dk}{(2\pi)^d}\gamma^\alpha(\slashed p+\slashed k-m)^{-1}\gamma_\alpha/k^2$. The residue at the pole gives the on-shell wave-function correction $\delta Z_2=d\Sigma/d\slashed p$ at $\slashed p=m$, and the bare correction must cancel it. The derivative of the internal propagator is $\partial(\slashed\ell-m)^{-1}/\partial p_\mu=-(\slashed\ell-m)^{-1}\gamma^\mu(\slashed\ell-m)^{-1}$. Differentiating the internal propagator of the self-energy $\Sigma$ inserts a zero-momentum vertex, so $V^\mu=-\partial\Sigma/\partial p_\mu$ and $F_1(0)=-\delta Z_2$. The program evaluates $\delta Z_2$ separately: at $d=4.6$ the two are $2.25$ and $-2.25$ in units of $e^2\Gamma(2-d/2)/(4\pi)^{d/2}$, with $m=1$.

\section{Cost, stability and failure modes}

\paragraph{Cost.} A trace of $2r$ gamma matrices has $(2r-1)!!$ pairings before simplification. The longest nonzero trace here has eight matrices, hence 105 pairings. In a larger diagram the $q$ derivative acts on each propagator that carries $q$. When it hits a denominator it raises that denominator's power, which makes the integral reduction heavier. Routing $q$ through few lines limits the number of such terms.

\paragraph{Rounding near zero transfer.} For small $|t|$, an absolute error $\delta$ in $T_1$ enters \eqref{eq:F2} as $\delta/[2(d-2)|t|]$. If $F_1\approx1$, then $T_1\approx8m^2$. A relative error $u$ in $T_1$ therefore produces an absolute error of about $2um^2/|t|$ in $F_2$ at $d=4$. The same relative error in $T_2$ gives an error of the same size, because the two terms of the bracket nearly cancel. Equation \eqref{eq:F20} has no such division.

\paragraph{Separate poles.} Set $d=4-2\epsilon$ and remove the common factor $\Gamma(1+\epsilon)(4\pi)^\epsilon$, with $m=1$. In units of $\alpha/(2\pi)$, the $V$ part is $-1/\epsilon-1+O(\epsilon)$ and the $T$ part is $1/\epsilon+2+O(\epsilon)$. Both poles come from soft photons: at small $k$ the constants $\mp4$ in the numerators multiply $1/[k^2(2k\cdot p)^2]$, whose integral is logarithmic at $d=4$. The constants cancel in the sum. At large $k$, the quadratic term $d\kappa^2-k^2$ has zero angular average, so there is no ultraviolet pole. The integrals of $\kappa^2$ and $k^2$ do have ultraviolet poles separately, and these cancel only with the coefficient $d$. While the integrals are continued in $d$, setting $d=4$ early therefore loses finite terms of the form $\epsilon\times1/\epsilon$ from both kinds of pole. With $d=4$ in the projector coefficients alone the sum becomes $-1$ instead of $1$. With $d=4$ in the complete numerators the soft constants still cancel, but $4\langle\kappa^2\rangle-\langle k^2\rangle=\epsilon$ replaces $d\langle\kappa^2\rangle-\langle k^2\rangle\approx3\epsilon/2$, and the sum becomes $4/3$.

\paragraph{Invalid expansion.} Equation \eqref{eq:F20} was derived for an amplitude with a regular expansion at $q=0$. If a singularity there, such as a threshold can cause, spoils that expansion, the equation is not guaranteed to hold. Massless external fermions and $P^2=0$ are excluded because \eqref{eq:def} divides by $m$ and the projectors divide by $P^2$. Vertices with $\gamma_5$ are not treated here.

\paragraph{Finite-transfer check.} Give $D_1$ and $D_2$ Feynman parameters $y,z$, and set $s=yp_1+zp_2$, $k=l-s$, $\Delta=s^2$. Terms linear in $l$ vanish. The quadratic term is proportional to $\gamma^\mu$ and is removed by the $F_2$ projector. Using
\[
\int\frac{d^dl}{(2\pi)^d}\frac1{(l^2-\Delta)^3}=\frac{-i\,\Gamma(3-d/2)}{2(4\pi)^{d/2}}\Delta^{d/2-3}
\]
and the factor 2 from combining three denominators,
\[
F_2(t)=-\frac{e^2\Gamma(3-\frac d2)}{(4\pi)^{d/2}}\int_{y,z\ge0,\;y+z\le1}\!\!dy\,dz\,\Delta^{d/2-3}F_2[\mathcal M^\mu].
\]
Here $\mathcal M^\mu$ is the numerator at $l=0$ and $F_2[\cdot]$ is \eqref{eq:F2}. Evaluated with explicit matrices and taken to $t\to0$, this agrees with \eqref{eq:result} for the coefficient of $e^2\Gamma(3-d/2)/(4\pi)^{d/2}$ at $m=1$: $2$, $-0.666667$ and $-1.2$ in $d=4,6,8$. At $d=6$ and $8$ the factor $\Gamma(3-d/2)$ has a pole, so there the comparison tests the $d$ dependence of the algebra and not a finite $F_2(0)$. In four dimensions $F_2(t)/(\alpha/2\pi)$ is $0.8608$ at $-t=m^2$ and $0.4188$ at $-t=10m^2$, so $F_2$ is smaller at these spacelike transfers than at zero.

\paragraph{Gauge check.} A change of covariant gauge adds to the photon numerator $g_{\alpha\beta}$ a multiple of $k_\alpha k_\beta/k^2$. Writing $\slashed k=(\slashed p_2+\slashed k-m)-(\slashed p_2-m)$ gives $\bar u(p_2)\slashed k(\slashed p_2+\slashed k+m)=D_2\,\bar u(p_2)$, and likewise $(\slashed p_1+\slashed k+m)\slashed k\,u(p_1)=D_1u(p_1)$. The added term is therefore proportional to $\gamma^\mu\int d^dk/(k^2)^2$, which has no scale and vanishes in dimensional regularization. The program's symbolic reduction finds zero for its contributions to both $F_1(0)$ and $F_2(0)$ in $d$ dimensions. For $F_2(0)$ this tests the sum of the $V$ and $T$ parts.

\section*{Numbers as computed}
\begin{verbatim}
sample: m = 1.5, t = -2.0 (arb. units), F3 = 0.2
sample input: F1(t) = 0.5000, F2(t) = 0.2000
sample input: F1(0) = 0.7000, F2(0) = 0.3000
d=4: T1 = 2.60000, T2 = 30.06667 (arb. units)
d=4: F1(t) = 0.50000, F2(t) = 0.20000, F1(0) = 0.70000, F2(0) = 0.30000
d=6: T1 = -3.00000, T2 = 30.06667 (arb. units)
d=6: F1(t) = 0.50000, F2(t) = 0.20000, F1(0) = 0.70000, F2(0) = 0.30000
d=8: T1 = -8.60000, T2 = 30.06667 (arb. units)
d=8: F1(t) = 0.50000, F2(t) = 0.20000, F1(0) = 0.70000, F2(0) = 0.30000
I(1,1) at d=3.5, m=1: formula 7.25121982, quadrature 7.25121981
I(1,2) at d=5.5, m=1: formula 2.41707327, quadrature 2.41707327
I(0,2) at d=3.5, m=1: formula 3.62560991, quadrature 3.62560991
I(-1,3) at d=3.5, m=1: formula 2.71920743, quadrature 2.71920743
numerators over k2*D^2, m=1, k2=k.k, kp=k.p:
  F1(0): k2^1 kp^0 coefficient d - 2
  F1(0): k2^0 kp^2 coefficient -2*(d - 2)
  F1(0): k2^0 kp^1 coefficient 4
  F1(0): k2^0 kp^0 coefficient 4
  V part: k2^1 kp^0 coefficient -2*(d - 2)/(d - 1)
  V part: k2^0 kp^2 coefficient 2*d*(d - 2)/(d - 1)
  V part: k2^0 kp^1 coefficient 2*(d - 4)
  V part: k2^0 kp^0 coefficient -4
  T part: k2^0 kp^1 coefficient -2*(d - 6)
  T part: k2^0 kp^0 coefficient 4
I(1,1)/I(0,1) = -(d - 2)/(2*(d - 3))  (m=1)
I(1,2)/I(0,1) = (d - 2)/4  (m=1)
I(0,2)/I(0,1) = -(d - 2)/2  (m=1)
I(-1,2)/I(0,1) = d - 1  (m=1)
coefficients of e^2 I(0,1)/(4 pi)^(d/2), m=1:
  F1(0): -(d - 2)*(d - 1)/(2*(d - 3))
  V part: (d - 2)**2/(2*(d - 3))
  T part: -(d - 2)*(d**2 - 8*d + 18)/(2*(d - 3))
  F2(0): -(d - 5)*(d - 4)*(d - 2)/(2*(d - 3))
longitudinal photon: F1(0) 0, F2(0) 0
F2(0)/[e^2 Gamma(3-d/2)/(4 pi)^(d/2)] = -2*(d - 5)/(d - 3)  (m=1)
d=4: same ratio, reduction 2.000000, finite-t limit 2.000000
d=6: same ratio, reduction -0.666667, finite-t limit -0.666667
d=8: same ratio, reduction -1.200000, finite-t limit -1.200000
F1(0)/[e^2 Gamma(2-d/2)/(4 pi)^(d/2)] = (d - 1)/(d - 3)  (m=1)
d=4.6: F1(0) 2.250000, delta Z2 -2.250000 (same unit)
d=5.3: F1(0) 1.869565, delta Z2 -1.869565 (same unit)
d = 4 - 2 eps, unit alpha/(2 pi), Gamma(1+eps)(4 pi)^eps removed:
  V part: pole -1/eps, constant -1
  T part: pole 1/eps, constant 2
  F2(0): pole 0/eps, constant 1
-t/m^2 = 1: F2(t)/(alpha/2pi) = 0.86081788, closed form 0.86081788
-t/m^2 = 10: F2(t)/(alpha/2pi) = 0.41883964, closed form 0.41883964
alpha = 0.0072973526
one-loop (g-2)/2 = 0.0011614097, g = 2.0023228195
\end{verbatim}
